# Stiffness of a solid-on-solid step from independent kinks

A copper film has been deposited from the vapour on a (001) surface, the source has been closed, and the film is held at 600 K. Atomic steps cross the surface. Atoms leave and rejoin their edges, so that a step which is straight on average wanders sideways. Over a hundred nanometres, does it wander by one atomic spacing or by fifty? The answer depends on how much free energy a gentle bend costs, and in the simplest model this cost follows from the energy of the smallest bend there is, a single kink.

## The step and its stiffness

Let the step run on average along $y$, a close-packed direction, and let $x$ be its sideways position. Columns of atoms are spaced by $a_\parallel$ along $y$, and the edge moves in units of $a_\perp$ along $x$. Between neighbouring columns the edge jumps by an integer $n_i=0,\pm1,\pm2,\dots$ of these units. In the solid-on-solid model the edge has one position in each column, so there are no overhangs, and its energy is

$$E=Ne_0+\varepsilon\sum_{i=1}^{N}|n_i| .$$

Here $e_0$ is the energy of a straight edge per column and $\varepsilon>0$ is the energy of a unit kink. A jump of three units costs $3\varepsilon$, corners cost nothing extra, and neighbouring steps are absent. The kink weight is $q=e^{-\varepsilon/kT}$, with $0<q<1$.

Let $\beta(\theta)$ be the free energy of the step per unit of its true length when it runs at angle $\theta$ to the close-packed row. An element $dy$ of a bent step has length $dy\sqrt{1+x'^2}$, where $x'=dx/dy=\tan\theta$. Its free energy per unit of $y$ is therefore $\phi=\beta(\theta)\sqrt{1+x'^2}$. For small slopes $\theta\approx x'$ and $\sqrt{1+x'^2}\approx1+x'^2/2$. The energy is unchanged when all $n_i$ change sign, so $\beta'(0)=0$. To second order

$$\phi\approx\left(\beta+\tfrac12\beta''x'^2\right)\left(1+\tfrac12x'^2\right)\approx\beta+\tfrac12\tilde\beta\,x'^2,\qquad \tilde\beta=\beta+\beta'' ,$$

with $\beta$ and $\beta''$ taken at $\theta=0$. The stiffness $\tilde\beta$ has two parts: a bend makes the step longer, and it turns the step towards directions of different free energy. The claim is that, at zero mean tilt,

$$S\equiv\frac{\tilde\beta a_\perp^2}{kTa_\parallel}=\frac{(1-q)^2}{2q}.$$

On a square lattice, $a_\parallel=a_\perp=a$ and $S=\tilde\beta a/kT$.

## First derivation: the step as a random walk

Hold one end of the step and leave the other free. The jumps $n_i$ can then be chosen without any constraint. Since the energy is a sum over columns, the Boltzmann factor is a product,

$$e^{-E/kT}=e^{-Ne_0/kT}\prod_i q^{|n_i|},$$

and the jumps are independent, each with probability $p(n)=q^{|n|}/z$. The geometric series gives

$$z=\sum_{n=-\infty}^{\infty}q^{|n|}=1+\frac{2q}{1-q}=\frac{1+q}{1-q}.$$

A column is kinked with probability $1-1/z=2q/(1+q)$.

The mean jump vanishes by symmetry. For the variance, apply $q\,d/dq$ to $\sum_{n\ge1}q^n=q/(1-q)$, since each application brings down one factor $n$:

$$\sum_{n\ge1}nq^n=\frac{q}{(1-q)^2},$$

$$\sum_{n\ge1}n^2q^n=q\,\frac{(1-q)^2+2q(1-q)}{(1-q)^4}=\frac{q(1+q)}{(1-q)^3}.$$

Positive and negative jumps contribute equally, so

$$\langle n^2\rangle=\frac1z\,\frac{2q(1+q)}{(1-q)^3}=\frac{2q}{(1-q)^2}.$$

The displacement of the free end is $X=a_\perp\sum_i n_i$. In its square, the cross terms average to $\langle n_i\rangle\langle n_j\rangle=0$, and what remains is

$$\langle X^2\rangle=Na_\perp^2\langle n^2\rangle .$$

The same quantity follows from the stiffness. A long step of projected length $L=Na_\parallel$ whose end is displaced by $X$ has mean slope $X/L$ and free energy $L\phi(X/L)$. The probability of $X$ is therefore proportional to

$$\exp\left[-\frac{L\,\phi(X/L)}{kT}\right]\propto\exp\left[-\frac{\tilde\beta X^2}{2LkT}\right].$$

Typical displacements grow as $\sqrt L$, so the next term in $\phi$, of order $L(X/L)^4$, is of order $1/L$ and drops out for a long step. This is a Gaussian of variance $\langle X^2\rangle=kTL/\tilde\beta$. Equating the two variances,

$$\frac{kTNa_\parallel}{\tilde\beta}=Na_\perp^2\langle n^2\rangle
\quad\Rightarrow\quad
S=\frac{1}{\langle n^2\rangle}=\frac{(1-q)^2}{2q}.$$

Expanding the square gives an equivalent form,

$$S=\tfrac12\left(q^{-1}+q\right)-1=\cosh\frac{\varepsilon}{kT}-1 .$$

When kinks are rare, $q\ll1$ and $S\to1/(2q)$: the step wanders by unit kinks that occur in a fraction $2q$ of the columns. When $\varepsilon\ll kT$, expansion of the cosh gives $S\to(\varepsilon/kT)^2/2$. Jumps of many units are then common. The formula still holds for the model, but it no longer describes a real edge, because the model forbids overhangs and islands. On a square lattice that allows both, with the same cost $\varepsilon$ for every unit of edge, the stiffness vanishes when $\varepsilon$ falls to about $0.9\,kT$, and below that there is no step left to bend.

## Second derivation: free energy of a tilted step

The stiffness can also be found from its definition, by calculating $\beta(\theta)$ and differentiating it twice. Take the square lattice, and let $Z_N(M)$ be the partition sum of all steps of $N$ columns with total displacement $M=Nu$ in units of $a$. The slope is $u=\tan\theta$. For large $N$ write $Z_N(M)\sim e^{-Nf(u)}$, which defines the free energy $f$ per column in units of $kT$.

The constraint on $M$ is awkward, so multiply by $e^{hM}$ and sum over $M$. The columns separate again:

$$\sum_M e^{hM}Z_N(M)=\left[e^{-e_0/kT}z(h)\right]^N,\qquad z(h)=\sum_n q^{|n|}e^{hn}.$$

With $A=qe^{h}$ and $B=qe^{-h}$, both less than 1, the two geometric series give

$$z(h)=1+\frac{A}{1-A}+\frac{B}{1-B}=\frac{1-AB}{(1-A)(1-B)}=\frac{1-q^2}{(1-A)(1-B)} .$$

For large $N$ the sum over $M$ is dominated by the slope at which $hu-f(u)$ is largest, where $f'(u)=h$. Hence

$$\ln z(h)-\frac{e_0}{kT}=hu-f(u).$$

Differentiate with respect to $h$. The right side gives $u+[h-f'(u)]\,du/dh=u$, so $u=d\ln z/dh$. From $f'(u)=h$ it follows that

$$f''(u)=\frac{dh}{du}=\frac{1}{\kappa_2(h)},\qquad \kappa_2=\frac{d^2\ln z}{dh^2}.$$

Since $dA/dh=A$ and $dB/dh=-B$,

$$u=\frac{A}{1-A}-\frac{B}{1-B},\qquad \kappa_2=\frac{A}{(1-A)^2}+\frac{B}{(1-B)^2}.$$

It remains to pass from columns to true length. The step has length $Na/\cos\theta$ and free energy $NkTf$, so $\beta=(kT/a)\cos\theta\,f(\tan\theta)$. Because $du/d\theta=1/\cos^2\theta$,

$$\beta'=\frac{kT}{a}\left[-\sin\theta\,f+\frac{f'}{\cos\theta}\right],$$

$$\beta''=\frac{kT}{a}\left[-\cos\theta\,f-\frac{\sin\theta}{\cos^2\theta}f'+\frac{\sin\theta}{\cos^2\theta}f'+\frac{f''}{\cos^3\theta}\right].$$

The terms in $f'$ cancel, and adding $\beta$ removes the term in $f$:

$$\beta+\beta''=\frac{kT}{a}\,\frac{f''(u)}{\cos^3\theta}=\frac{kT}{a}\,\frac{1}{\kappa_2\cos^3\theta}.$$

The straight-edge energy $e_0$ enters $f$ as a constant and has disappeared. At $\theta=0$ symmetry gives $h=0$, so $A=B=q$ and $\kappa_2=2q/(1-q)^2$. The result is again $S=(1-q)^2/(2q)$.

This route also covers a step off the close-packed direction. Expanding each term of $\kappa_2$ in powers of $q$ gives

$$\kappa_2=\sum_{k\ge1}2kq^k\cosh(kh),$$

which grows with $|h|$. Kinks forced in by the tilt increase the variance of the jumps and so lower the stiffness. The factor $1/\cos^3\theta$ acts the other way, and at 5° it amounts to about 1%. When thermal kinks are rare the growth of $\kappa_2$ is much the larger effect and the tilted step is softer. For $q$ above about 0.3 the geometric factor wins, and a small tilt makes the model step slightly stiffer.

## What each derivation assumes

Both derivations use independent columns and a long step. The first needs the variance of one jump and the link between stiffness and thermal fluctuations. It gives the stiffness at zero tilt, but not $\beta$ itself. The second starts from the free energy of a tilted step. It needs $z$ as a function of $h$, and in return it gives the stiffness at finite tilt and, once $e_0$ is known, $\beta(\theta)$ itself.

The relation $S=1/\langle n^2\rangle$ is more general than the formula in $q$. The first derivation used $q^{|n|}$ only to evaluate the variance. If a double kink does not cost twice a single one, the columns remain independent, and only $\langle n^2\rangle$ has to be recalculated. If jumps in different columns are correlated, the cross terms survive. For correlations that fall off fast enough to be summed, the variance per column of a long step becomes

$$\frac1S=\langle n_0^2\rangle+2\sum_{j\ge1}\langle n_0n_j\rangle .$$

Kinks that tend to be followed by kinks of the opposite sign then stiffen the step, even if their number is unchanged.

## A step on annealed copper

Take $\varepsilon=0.13$ eV and $a=0.256$ nm as inputs. They stand for rough typical values for close-packed steps on copper (001), about 0.13 eV and 0.26 nm. At 600 K, $kT=0.0517$ eV, so

$$q=e^{-0.13/0.0517}=0.0809,\qquad S=\frac{(1-0.0809)^2}{2\times0.0809}=5.22 .$$

About 15% of the columns are kinked. The stiffness is

$$\tilde\beta=5.22\times\frac{0.0517\ \text{eV}}{0.256\ \text{nm}}=1.05\ \text{eV/nm},$$

or 169 pN. Two numerical calculations that do not use the formula support it. The free energy at fixed end displacement, extrapolated from steps of 2000 and 4000 columns, gives $S=5.2197$. Finite differences of $\beta(\theta)$ give 5.2194. The formula gives 5.2195.

The stiffness is not the line tension. If a straight edge costs $e_0=\varepsilon$ per column, as when each unit of edge breaks one bond, then $\beta(0)=(\varepsilon-kT\ln z)/a$. With $z=1.176$ this is 0.475 eV/nm, less than half of $\tilde\beta$. With this choice of $e_0$ the larger part of $\tilde\beta$ is $\beta''$. Another $e_0$ would divide the stiffness differently between $\beta$ and $\beta''$, but their sum would stay the same, because it is fixed by the kinks alone.

With $\varepsilon$ held fixed, the stiffness is 2.79 eV/nm at 400 K and 0.64 eV/nm at 800 K. The rare-kink form $1/(2q)$ would give $S=6.18$ at 600 K, 18% above the full formula, so it is a rough guide here.

Now let the step be pinned at two points 400 columns apart, $L=102.4$ nm. Each half, of length $L/2$, would by itself give its end a Gaussian distribution of variance $v=kTL/(2\tilde\beta)$. Both halves must meet at the midpoint, so the two Gaussians are multiplied and the variance becomes $v/2$:

$$\langle x_{\rm mid}^2\rangle=\frac{kTL}{4\tilde\beta}=\frac{0.0517\times102.4}{4\times1.054}\ \text{nm}^2=1.26\ \text{nm}^2 .$$

The root-mean-square wandering is 1.12 nm, between four and five atomic spacings. A direct sum over all positions of the lattice step gives a variance 1.03% smaller. For a segment four times longer the deficit is 0.26%, as expected of a correction proportional to $1/N$.

## How far a real step departs from the model

The stiffness is most sensitive to the kink energy. From $S=\cosh(\varepsilon/kT)-1$,

$$\frac{d\ln S}{d\varepsilon}=\frac{1}{kT}\,\frac{\sinh(\varepsilon/kT)}{\cosh(\varepsilon/kT)-1}=\frac{1}{kT}\,\frac{1+q}{1-q}.$$

An error of 0.02 eV thus changes $S$ by about 45% to first order. The full formula gives $-38\%$ for a lower and $+56\%$ for a higher kink energy. Since the input is known here only roughly, the stiffness at 600 K should be read as about 1 eV/nm. An error of 0.02 eV in the kink energy alone makes it uncertain by a factor of about 1.6, and the effects below add to this.

On a real surface, interactions beyond nearest neighbours can make the further units of a multiple kink cost more or less than the first. Suppose each costs an additional 0.05 eV, a trial value, and let $r=e^{-(\varepsilon+0.05\,\text{eV})/kT}$. A jump of size $k\ge1$ then has weight $qr^{k-1}$, and the series already summed give

$$\frac1S=\frac{2q(1+r)/(1-r)^3}{1+2q/(1-r)} .$$

The stiffness rises by 22%. If each further unit instead costs 0.05 eV less than the first, the stiffness falls by 43%. It is sensitive to multiple kinks, although they are few, because the variance weights them by $n^2$. Direction matters too. In the original model, where every kink unit costs the same, a step whose mean direction is 5° off the close-packed row is 12.5% less stiff than an aligned one at 600 K. The figure depends strongly on temperature, because the forced kinks compete with the thermal ones: it is 55% at 400 K and 3.5% at 800 K. Interactions beyond nearest neighbours change this figure as well.

Overhangs matter much less at this temperature. They were included, together with islands of adatoms and vacancies, by summing over all occupations of a lattice in which every unit of edge costs $\varepsilon$. The sum used a ring of eight sites across the step, with a boundary condition that forces a step to exist. It lowers $S$ by 0.25%. Halving $q$ from 0.04 to 0.02 reduces the shift from 0.0278% to 0.0033%, a factor of 8.4, close to the factor 8 of a $q^3$ law. The correction therefore grows quickly as kinks become common.

Neighbouring steps 10 nm away also have little effect on the pinned segment. Replacing them by hard walls at half that distance, 19 spacings to each side, reduces the midpoint variance by 0.09%. Elastic repulsion of energy $A/w^2$ per length, from a neighbour at distance $w$ on each side, adds the curvature

$$\frac{d^2}{dx^2}\left[\frac{A}{(w+x)^2}+\frac{A}{(w-x)^2}\right]_{x=0}=\frac{12A}{w^4}.$$

With the rough trial value $A=0.001$ eV nm this is $1.2\times10^{-6}$ eV/nm³. For the longest mode of the pinned step, $x\propto\sin(\pi y/L)$, the stiffness contributes $\tilde\beta(\pi/L)^2=9.9\times10^{-4}$ eV/nm³, so the repulsion adds about 0.1%. The line term falls as $1/L^2$, and for longer free segments or narrower terraces the neighbours soon cannot be ignored. For a segment only four times longer, the same hard walls reduce the midpoint variance by 35%.

All of this concerns equilibrium. While the source is open, arriving atoms can create kinks faster than the edge removes them, and $p(n)$ need not be the Boltzmann distribution. A stiffness inferred from the shape of such a step through $1/\langle n^2\rangle$ would then describe its growth history as well as its free energy. The estimate above applies after an anneal long enough for the segment to equilibrate. Most of the values quoted here are listed in the numerical output.

## Values computed for the example and the checks

```
kink energy eps = 0.130 eV
atomic spacing a = 0.256 nm
temperature T = 600 K
thermal energy kT = 0.05170 eV
eps/kT = 2.5143 (no unit)
kink weight q = 0.08092 (no unit)
column sum z = 1.17609 (no unit)
fraction of kinked columns = 0.1497 (no unit)
variance <n^2> = 0.19159 (no unit)
S from formula = 5.2195 (no unit)
S from end-displacement free energy = 5.2197 (no unit)
S from beta + beta'' = 5.2194 (no unit)
stiffness = 1.0542 eV/nm
stiffness = 168.9 pN
stiffness at 400 K = 2.7917 eV/nm
stiffness at 800 K = 0.6386 eV/nm
pinned segment = 400 columns
pinned length L = 102.4 nm
midpoint rms, continuum = 1.1205 nm
midpoint rms, lattice = 1.1148 nm
lattice change of midpoint variance = -1.027 %
same for a segment 4 times longer = -0.257 %
Neglected effects:
stiffness change, eps shifted by -0.02 eV = -37.6 %
stiffness change, eps shifted by +0.02 eV = +55.7 %
extra cost per further kink unit = 0.05 eV
stiffness change from that cost = +22.0 %
stiffness change at 5 degree tilt = -12.5 %
S with overhangs and islands = 5.2063 (no unit)
stiffness change from them = -0.252 %
same change at q = 0.04: -0.02782 %
same change at q = 0.02: -0.00333 %
distance to neighbouring steps = 10.0 nm
hard walls at +- 19 spacings
midpoint variance change from walls = -0.094 %
elastic repulsion strength A = 0.0010 eV nm
repulsion curvature = 1.200e-06 eV/nm^3
line stiffness of longest mode = 9.922e-04 eV/nm^3
ratio repulsion/line = 0.121 %
```
